Exponential Mean-Field Tails and Uncoupled Dispersion in MP2

**Two two-level systems**

Take two identical systems, A and B, each with a ground state |0⟩ and one excited state |1⟩ at energy ω. Let X exchange the two states, and let m be the transition dipole along the line joining the systems. Hartree atomic units are used, and the Coulomb interaction is instantaneous. Two dipoles along their separation R interact with energy −2μ_Aμ_B/R³, so

H = ω(n_A + n_B) + W X_A X_B,  W = −2m²/R³,

where n counts excitations. The coupling connects |00⟩ only to |11⟩, at energy 2ω. The lower eigenvalue of this 2×2 problem is

E = ω − √(ω² + W²) ≈ −W²/(2ω) = −2m⁴/(ωR⁶).

Now restrict the state to a product, in which A is excited with amplitude a and B with amplitude b, both real. Then ⟨X_A⟩ = 2a√(1−a²), and similarly for B. Since the square roots do not exceed 1 and 2|ab| ≤ a² + b²,

E_product ≥ ω(a² + b²) − 4|W||ab| ≥ (ω − 2|W|)(a² + b²).

For |W| < ω/2 the minimum is zero, at a = b = 0. The product state has no interaction at all.

To first order the exact state is |00⟩ − (W/2ω)|11⟩. In it ⟨X_A⟩ = ⟨X_B⟩ = 0, but ⟨X_AX_B⟩ = −W/ω. The coupling energy is −W²/ω. Exciting both systems costs 2ω(W/2ω)² = W²/(2ω), which leaves −W²/(2ω). Neither system has a mean dipole; the attraction comes from the correlation between their fluctuations.

**Why mean-field tails are exponential**

Consider two neutral, spherical, closed-shell atoms with a finite gap against moving an electron from one to the other. Permanent multipoles would add power-law electrostatics and induction even in a mean-field theory, and a closed charge-transfer gap would invalidate the assignment of fixed electron numbers.

First keep the atomic orbitals frozen. As a model, put two electrons in a(r) = √(ζ³/π) e^{−ζr} around a nucleus of charge 2, with b the same orbital on the other atom. The atomic density is n(r) = N e^{−2ζr}, with N = 2ζ³/π. Three kinds of term appear in Hartree-Fock (HF).

Electrostatics: outside a neutral spherical atom, the charge within radius r is compensated except for the electrons beyond r. The potential is

φ(r) = ∫_r^∞ 4πs² n(s)(1/r − 1/s) ds,

which decays as e^{−2ζr} up to slowly varying factors. The other atom feels only this penetration potential.

Exchange: the interatomic exchange integral is the self-repulsion of the charge ab. Because r_A + r_B ≥ R, this charge is nowhere larger than (ζ³/π)e^{−ζR}. The integral is quadratic in it.

Orthogonality: with S = ⟨a|b⟩ and kinetic matrix elements t, the normalized occupied orbitals are (a ± b)/√(2(1 ± S)). Two electrons in each give

T = 2(t_aa + t_ab)/(1+S) + 2(t_aa − t_ab)/(1−S)
  = 4(t_aa − S t_ab)/(1−S²).

Subtracting the separated value 4t_aa leaves

ΔT = 4S(S t_aa − t_ab)/(1−S²).

Since t_ab = ½∫∇a·∇b and |∇a| = ζa, we have |t_ab| ≤ ζ²S/2. Thus ΔT is of order S². Orthogonalization also changes the density, from 2a² + 2b² to 2(a² + b² − 2S ab)/(1−S²). Since ab integrates to S, this change and the potential-energy terms it produces are likewise of order S². All three terms decay as e^{−2ζR} times slowly varying factors.

A semilocal functional integrates an energy density f(n,∇n). Its contribution to the interaction is

ΔE_xc = ∫[f(n_A+n_B) − f(n_A) − f(n_B)] dr,

with gradients understood. At any point at least one atom is R/2 or farther away, so the smaller density is at most N e^{−ζR}. If f changes regularly and vanishes as a positive power when the density vanishes, the bracket is exponentially small.

Local exchange, f = −C_x n^{4/3} with C_x = (3/4)(3/π)^{1/3}, shows where the tail comes from. Use ξ = (r_A+r_B)/R and η = (r_A−r_B)/R, for which the volume element, after the angular integration, is (πR³/4)(ξ²−η²)dξdη. With x = ζR, the density sum is N e^{−xξ}·2cosh(xη), and hence

ΔE_x = −C_x N^{4/3}(πR³/4) ∫_1^∞dξ e^{−4xξ/3} ∫_{−1}^{1}dη (ξ²−η²)B(xη),
B(u) = (2cosh u)^{4/3} − 2cosh(4u/3).

At large |u|, B decays as (4/3)e^{−2|u|/3}. The integral therefore concentrates near the midplane η = 0, so η² can be dropped beside ξ². The η integral becomes c/x, where c = ∫B(u)du over all u. The leading ξ integral is 3e^{−4x/3}/(4x). Together,

ΔE_x ≈ −C_x N^{4/3} [3πRc/(16ζ²)] e^{−4ζR/3}.

This is slower than the HF overlap terms, but still exponential.

**Why relaxation does not restore the power law**

Once overlap is negligible, a determinant with fixed electron numbers has no interatomic exchange. Its atoms interact through their mean charge distributions. Suppose they acquire axial dipoles μ_A and μ_B. With static polarizabilities α_A and α_B, the energy to second order is

E = μ_A²/(2α_A) + μ_B²/(2α_B) − 2μ_Aμ_B/R³.

The quadratic form is positive if 1/(α_Aα_B) > 4/R⁶, that is R⁶ > 4α_Aα_B. Beyond this distance zero dipoles are a stable minimum. Higher induced multipoles also enter quadratically, with couplings that fall with R. The remaining penetration fields are exponentially small, and so is the relaxation they cause.

The same reasoning applies to a self-consistent semilocal calculation, whose exchange-correlation energy is additive for separated densities. Changing either atomic density from its isolated minimum costs energy and gains no correlation with the other atom.

**A two-level atom with two electrons**

To show what MP2 includes and what it omits, the model atom must have orbital gaps that differ from its excitation energies. Place two electrons in the lower of two real orbitals, s and p_z. Their one-electron energies are 0 and h_p, and d is the s–p dipole element. The repulsion integrals are J_ss = (ss|ss), J_pp = (pp|pp), J = (ss|pp) and K = (sp|sp). The Fock operator is h plus twice the Coulomb minus the exchange operator, so

ε_s = J_ss,  ε_p = h_p + 2J − K,
Δ = ε_p − ε_s = h_p + 2J − K − J_ss.

Two such atoms, without overlap, are coupled by v q_Aq_B, where v = −2d_Ad_B/R³ and q moves one electron between s and p. Only axial dipoles are kept. With three equivalent p orbitals the squared dipole couplings are in the ratio 4:1:1, so the full MP2 and coupled-HF C6 are 6/4 = 3/2 times the axial values used below. The exact values below belong to the two-orbital atom only, because further p orbitals would also change its correlated ground state.

Let |S⟩ be the singlet with one electron in each orbital. Either electron can be moved, so q|s²⟩ = √2|S⟩. The coupling from both ground configurations to |S_AS_B⟩ is therefore 2v. In MP2 the zeroth-order Hamiltonian is a sum of Fock operators, which places this state at Δ_A + Δ_B. Second-order perturbation theory gives

E2 = −(2v)²/(Δ_A+Δ_B) = −C6⁰/R⁶,
C6⁰ = 16d_A²d_B²/(Δ_A+Δ_B).

Double excitations within one atom give terms independent of R and cancel from the interaction. Charge-transfer and interatomic exchange terms require overlap.

To identify the polarizability hidden in C6⁰, apply a weak field F and write the occupied orbital as s + zp, apart from a phase. If the Fock potential is frozen at its ground-state form,

i dz/dt = Δz − dF.

Write z = x + iy. The real and imaginary parts are −dy/dt = Δx − dF and dx/dt = Δy. For a field varying as e^{ωt}, which defines the response at imaginary frequency, elimination of y gives (ω² + Δ²)x = ΔdF. Two electrons have dipole 4dx, and thus

α⁰(iω) = 4d²Δ/(Δ²+ω²).

From ∫_0^∞ dω/[(A²+ω²)(B²+ω²)] = π/[2AB(A+B)] it follows that

C6⁰ = (2/π)∫_0^∞ α⁰_A(iω)α⁰_B(iω)dω.

This is the meaning of "uncoupled": each atom responds through bare orbital transitions in a frozen potential. With more orbitals, the identity applies to each pair of transitions in the long-range MP2 sum.

**What coupling changes**

In time-dependent HF, the potential follows the orbital. The two electrons share one orbital, so exchange removes the self-repulsion and each feels h plus the Coulomb potential of the other. To first order this potential has diagonal elements J_ss and J, and an s–p element 2K Re z. Removing the phase of s gives

i dz/dt = (h_p + J − J_ss)z + 2K Re z − dF.

The first bracket is a₋ = Δ − J + K. The real and imaginary parts now read

−dy/dt = a₊x − dF,  dx/dt = a₋y,  a₊ = a₋ + 2K = Δ − J + 3K.

With Ω² = a₊a₋, the same elimination gives

α(iω) = 4d²a₋/(Ω²+ω²),
C6(coupled) = 16d_A²d_B² a₋A a₋B/[Ω_AΩ_B(Ω_A+Ω_B)].

The term −J is the attraction between the excited electron and the hole it leaves. At fixed Δ, the K terms lower the static polarizability 4d²/a₊ but raise the high-frequency limit 4d²a₋/ω². The MP2 dispersion denominator contains only Δ_A + Δ_B, without these additional J and K terms.

They first appear at third order, in two ways. The true mean energy of |S⟩ above |s²⟩ is h_p + J + K − J_ss = Δ − J + 2K, which shifts each zeroth-order gap by 2K − J. The first-order amplitude of |S_AS_B⟩ is t = −2v/(Δ_A+Δ_B), so this contributes

4v²(2K_A − J_A + 2K_B − J_B)/(Δ_A+Δ_B)².

In addition, |p²⟩ on atom A has amplitude −K_A/(2Δ_A). It couples to |S_AS_B⟩ by 2v, since each atom supplies a factor √2. Counting both orders of the path, the contribution is

2t(2v)(−K_A/2Δ_A) = 4v²K_A/[Δ_A(Δ_A+Δ_B)],

and there is a corresponding term for B. Division by E2 gives

E3/E2 = −[K_A/Δ_A + K_B/Δ_B + (2K_A−J_A+2K_B−J_B)/(Δ_A+Δ_B)],

where E3 is the interaction part. The numerical check confirms that this equals the first-order change of the coupled C6 when the intra-atomic coupling is switched on. For identical atoms it reduces to (J − 4K)/Δ. At this order, MP2 is too small for J > 4K and too large for J < 4K.

**How large the effects are**

For the exponential atoms with ζ = 1.5 bohr⁻¹, the non-additive energies in hartree are:

R = 8 bohr: kinetic 9.9×10⁻⁷, LDA exchange −1.4×10⁻⁶, PBE −2.3×10⁻⁶
R = 12 bohr: kinetic 2.9×10⁻¹¹, LDA exchange −6.9×10⁻¹⁰, PBE −1.2×10⁻⁹

The PBE entry includes exchange and correlation. The kinetic entry is ΔT, the kinetic part of the orthogonalization energy; the accompanying potential-energy change, also of order S², is not included. The LDA and PBE entries use the sum of the frozen densities. None is a complete binding energy. The LDA and PBE entries are negative and decay more slowly than the kinetic one, so a semilocal functional can produce attraction through overlap; this attraction has the wrong distance dependence for dispersion. Sign and rate depend on the functional: for the same densities B88 exchange is positive, +8.2×10⁻⁶ at 8 bohr and +2.7×10⁻⁸ at 12 bohr, and decays at 1.44 bohr⁻¹ between 10 and 12 bohr, more slowly but still exponentially.

Between 10 and 12 bohr, LDA exchange decays at 1.91 bohr⁻¹. The derived exponent is 4ζ/3 = 2, and the prefactor R lowers the mean rate by ln(12/10)/2 = 0.09, giving 1.91. PBE also gives 1.91. Forced into a power law, both would have an exponent near 21 on this interval, after about 17 between 8 and 10 bohr.

For the two-level atoms, choose d = 1 e bohr and two round parameter sets, with energies in hartree:

weak exchange: h_p = 1.0, J_ss = 0.8, J = J_pp = 0.6, K = 0.1
strong exchange: h_p = 0.8, J_ss = 0.6, J = J_pp = 0.4, K = 0.2

The strong set is a deliberate extreme. For true atomic s and p_z orbitals K = G¹/3, and the Slater integral G¹ cannot exceed F⁰ = J, so K ≤ J/3; Slater orbitals of low principal quantum number give K/J near 0.2. A ratio of 0.5 is possible only for other orbital pairs, such as the bonding and antibonding orbitals of a stretched bond. The strong results below show a trend of the two-level model, not the error for a real atom.

For the weak case, Δ = 1.0 + 1.2 − 0.1 − 0.8 = 1.3. MP2 gives C6⁰ = 16/2.6 = 6.15 hartree bohr⁶. Coupling gives a₋ = 0.8, a₊ = 1.0 and Ω = 0.8944, hence C6 = 16(0.8)²/[2(0.8944)³] = 7.16.

An exact reference follows from the opening model. The numerical check finds one dipole-active excited state for each isolated, fully correlated atom. Its energy is ω = 0.906 hartree and its squared moment m² = 1.779 e² bohr², so C6 = 2m⁴/ω = 2(1.779)²/0.906 = 6.99. The oscillator strength 2ωm² = 3.22 exceeds 2, the sum-rule limit for two electrons (the strong atom gives 2.40), so d = 1 is only a convenient scale. Absolute values of C6, α and distance are not those of an atom; ratios of C6 do not depend on d. For unlike atoms the formula is 4m_A²m_B²/(ω_A+ω_B). The results, in hartree bohr⁶, are:

weak–weak: MP2 6.15, coupled HF 7.16, exact 6.99
strong–strong: MP2 10.00, coupled HF 6.20, exact 5.08
weak–strong: MP2 7.62, coupled HF 6.64, exact 5.95

Relative to the exact values, MP2 errs by −12%, +97% and +28%. Coupled HF errs by +2%, +22% and +12%. It restores the response of the HF potential, but its atomic ground state and excitation are still approximate.

The third-order increments are 6.15×0.2/1.3 = +0.95 for the weak pair and 10×(−0.4/0.8) = −5.00 for the strong pair. Adding them to MP2 gives 7.10 and 5.00, against the exact 6.99 and 5.08. For these two pairs the third-order sum is closer than coupled HF, but two model pairs do not show that this holds in general.

At R = 10 bohr the exact weak–weak interaction is −6.99×10⁻⁶ hartree, or −0.190 meV. A scan over determinants gives zero. The ratio v⟨q_Aq_B⟩/E is 2.000, as in the opening calculation. Doubling R reduces the correlation by a factor of 8, but the change in p population by 64: the fluctuations correlate at order R⁻³, while the populations respond at order R⁻⁶.

Both atoms have coupled α = 4 bohr³, so the mean-field stability limit is (4×4×4)^{1/6} = 2 bohr. At such a short distance the neglect of overlap is itself doubtful for real atoms, so this limit should not be read as a predicted bond length.

**What to do in practice**

For HF or a semilocal functional, add a description of dispersion, for example D4, many-body dispersion (MBD) or a nonlocal van der Waals functional. Refitting the semilocal part to a well depth cannot supply the missing R⁻⁶ tail. To diagnose a calculated curve for neutral partners without permanent multipoles, examine its local decay over several distances: an overlap tail has a growing apparent power, whereas leading dispersion approaches six.

For MP2, do not add a full dispersion correction, because MP2 already contains C6⁰. A long-range correction that avoids double counting uses the difference C6(coupled) − C6⁰. MP2C follows this principle by replacing uncoupled with coupled dispersion, but takes the coupled response from time-dependent density-functional theory rather than from coupled HF. The result is only as accurate as the coupled response: for the strong pair, coupled HF still errs by 22%. A single scale factor is not a general remedy: the weak pair needs 6.99/6.15 = 1.14 and the strong pair 5.08/10.00 = 0.51. Even with K lowered to the atomic bound J/3, the strong pair still needs 7.09/9.23 = 0.77.

Comparing coupled and uncoupled static polarizabilities shows how much coupling changes the static response. It does not by itself give the sign of the MP2 error in C6, because C6 depends on the response at all imaginary frequencies, not only at zero. Coupled HF also has an error of its own. In the model the coupled and uncoupled static polarizabilities are, in that order, 4.00 and 3.08 bohr³ for the weak atom, and 4.00 and 5.00 bohr³ for the strong one. The static values cross at J = 3K, which for atomic s and p_z orbitals is only the limiting case, whereas for identical atoms the first-order change of C6 vanishes at J = 4K. Compare the response over imaginary frequency, since C6 is an integral over that whole range: in argon, coupling raises the static HF polarizability but lowers C6. Even this comparison gives the sign of the MP2 error only relative to the coupled method used. In beryllium, coupled HF raises both quantities, while the accepted C6 lies below the uncoupled value.

Table of computed values

```
Exponential atoms: charge 2 e, zeta 1.5 bohr^-1
Energies below in hartree; S is dimensionless
R=8 bohr: S=3.7480e-04, kinetic=9.9482e-07
  electrostatic=-7.3143e-09, exchange integral K_AB=5.3225e-08
  nonadditive LDA exchange=-1.3940e-06, PBE xc=-2.2773e-06
R=10 bohr: S=2.7837e-05, kinetic=5.7479e-09
  electrostatic=-2.6983e-11, exchange integral K_AB=2.5597e-10
  nonadditive LDA exchange=-3.1552e-08, PBE xc=-5.5832e-08
R=12 bohr: S=1.9342e-06, kinetic=2.8633e-11
  electrostatic=-9.2994e-14, exchange integral K_AB=1.0993e-12
  nonadditive LDA exchange=-6.8715e-10, PBE xc=-1.2354e-09
Midplane constant c=2.64996 (dimensionless)
LDA exchange/asymptotic formula at R=8,10,12 bohr: 1.0900 1.0776 1.0678
Decay rates from R=10 to 12 bohr, in bohr^-1:
  kinetic: 2.6510
  electrostatic: 2.8352
  LDA exchange: 1.9134
  PBE xc: 1.9055
  exchange integral: 2.7252
Effective powers of 1/R, intervals 8-10 and 10-12 bohr:
  LDA exchange 16.98, 20.99; PBE xc 16.62, 20.90
Two-level atoms: energies in hartree, d in e bohr, alpha in bohr^3
weak: h_p-h_s=1.00, J_ss=0.80, J_sp=0.60
  J_pp=0.60, K=0.10, d=1.00, gap=1.3000
  a_plus=1.0000, a_minus=0.8000, Omega=0.89443
  alpha uncoupled=3.07692, coupled=4.00000
  exact excitation=0.90554 hartree, m^2=1.77914 e^2 bohr^2
strong: h_p-h_s=0.80, J_ss=0.60, J_sp=0.40
  J_pp=0.40, K=0.20, d=1.00, gap=0.8000
  a_plus=1.0000, a_minus=0.6000, Omega=0.77460
  alpha uncoupled=5.00000, coupled=4.00000
  exact excitation=0.82801 hartree, m^2=1.45056 e^2 bohr^2
Axial C6 in hartree bohr^6 (MP3 term is the third-order increment):
weak-weak: MP2=6.15385, MP3 term=0.94675
  coupled HF=7.15542, exact=6.99104
  MP2 error=-11.98%, coupled error=2.35%
strong-strong: MP2=10.00000, MP3 term=-5.00000
  coupled HF=6.19677, exact=5.08234
  MP2 error=96.76%, coupled error=21.93%
weak-strong: MP2=7.61905, MP3 term=-1.03960
  coupled HF=6.64168, exact=5.95481
  MP2 error=27.95%, coupled error=11.53%
Weak-weak mean-field stability distance=2.00000 bohr
Weak-weak at R=10 bohr: v=-2.00000e-03 hartree
  mean-field scan energy=0.00e+00 hartree
  exact interaction=-6.991102e-06 hartree = -0.19024 meV
  <q_A q_B>=6.99116e-03, v<q_A q_B>/E_int=2.000018 (dimensionless)
  p-population change on A=2.88410e-06 electrons
Ratios R=10/R=20: correlation=8.0001, population=64.0021
```
